# Transmission zeros between same-sublattice sites of a bipartite molecule: a program that tests the result

```python
"""
Result under test: a bipartite Hamiltonian H without zero modes has
g_ij(0) = 0 for sites i, j on one sublattice, g(E) = (E - H)^-1.
Self-energies at the contacted sites i and j leave G_ij(0) = 0,
G(E) = (E - H - Sigma)^-1, so the transmission T vanishes at E = 0.
Each lead is a semi-infinite chain with hopping -tau, joined to one
site by hopping -c; its energy is E = -2 tau cos k. Energies in eV.
Site indices in the code start at 0, printed site labels at 1.
"""
import numpy as np

tau, c = 4.0, 1.0
hop = 2.5


def green(H, E, Sigma=None):
    M = E * np.eye(len(H)) - H
    if Sigma is not None:
        M = M - Sigma
    return np.linalg.inv(M)


def lead_sigma(E):
    k = np.arccos(-E / (2 * tau))
    return -(c**2 / tau) * np.exp(1j * k)


def local_sigma(n, sites, value):
    Sigma = np.zeros((n, n), complex)
    for site in sites:
        Sigma[site, site] = value
    return Sigma


def scatter(H, sites, E):
    """Wave matching; the wave enters through the first listed lead.
    Returns outgoing probabilities in all leads, using no Green's function."""
    n, m = len(H), len(sites)
    k = np.arccos(-E / (2 * tau))
    M = np.zeros((n + m, n + m), complex)
    rhs = np.zeros(n + m, complex)
    M[:n, :n] = E * np.eye(n) - H
    for lead, site in enumerate(sites):
        M[site, n + lead] = c * np.exp(1j * k)
        M[n + lead, n + lead] = 1
        M[n + lead, site] = -c / tau
    rhs[sites[0]] = -c * np.exp(-1j * k)
    rhs[n] = -1
    probabilities = abs(np.linalg.solve(M, rhs)[n:])**2
    assert abs(probabilities.sum() - 1) < 1e-11
    return probabilities


# Random complex bipartite Hamiltonian: no spatial symmetry.
rng = np.random.default_rng(7)
nA = 4
B = 4 * np.eye(nA) + 0.5 * (rng.normal(size=(nA, nA))
                            + 1j * rng.normal(size=(nA, nA)))
Z = np.zeros((nA, nA))
H = np.block([[Z, B], [B.conj().T, Z]])
s = np.array([1] * nA + [-1] * nA)
eps, psi = np.linalg.eigh(H)
assert min(abs(eps)) > 0.1
assert np.allclose(eps, -eps[::-1], atol=1e-11)
for e, v in zip(eps, psi.T):
    assert np.allclose(H @ (s * v), -e * (s * v), atol=1e-11)
g = green(H, 0)
paired = np.zeros_like(H)
for e, v in zip(eps, psi.T):
    if e > 0:
        paired -= (1 - np.outer(s, s)) * np.outer(v, v.conj()) / e
assert np.allclose(g, paired, atol=1e-11)
assert np.max(abs(g[:nA, :nA])) < 1e-11
assert np.max(abs(g[nA:, nA:])) < 1e-11

# Arbitrary, even nonlocal, self-energy confined to sublattice A.
SA = rng.normal(size=(nA, nA)) + 1j * rng.normal(size=(nA, nA))
Sigma = np.zeros_like(H)
Sigma[:nA, :nA] = SA
G = green(H, 0, Sigma)
assert np.max(abs(G[:nA, :nA])) < 1e-11
assert np.allclose(G[:nA, nA:], g[:nA, nA:], atol=1e-11)
assert np.allclose(G[nA:, nA:], g[nA:, :nA] @ SA @ g[:nA, nA:], atol=1e-11)
assert np.max(abs(G[nA:, nA:])) > 1e-3
assert abs(np.linalg.det(np.eye(2 * nA) - g @ Sigma) - 1) < 1e-10

# Two unequal local contacts: same-sublattice zero and general energy.
i, j, Si, Sj = 0, 2, 0.7 - 0.4j, -0.3 - 0.9j
Sigma = np.zeros_like(H)
Sigma[i, i], Sigma[j, j] = Si, Sj
assert abs(green(H, 0, Sigma)[i, j]) < 1e-11
for E in (0.37, -1.1):
    gE = green(H, E)
    D = (1 - Si * gE[i, i]) * (1 - Sj * gE[j, j]) \
        - Si * Sj * gE[i, j] * gE[j, i]
    assert abs(green(H, E, Sigma)[i, j] - gE[i, j] / D) < 1e-10

# Six-site ring.
ring = np.zeros((6, 6))
for site in range(6):
    ring[site, (site + 1) % 6] = ring[(site + 1) % 6, site] = -hop
gr = green(ring, 0)
levels, states = np.linalg.eigh(ring)
contributions = []
for level in np.unique(np.round(levels, 9)):
    chosen = abs(levels - level) < 1e-7
    P = states[:, chosen] @ states[:, chosen].T
    contributions.append((level, -P[0, 2] / level, -P[0, 3] / level))
for low, high in zip(contributions, contributions[::-1]):
    assert abs(low[0] + high[0]) < 1e-8
    assert abs(low[1] + high[1]) < 1e-8
    assert abs(low[2] - high[2]) < 1e-8
assert abs(sum(x[2] for x in contributions) - gr[0, 3]) < 1e-8
assert abs(gr[0, 2]) < 1e-12 and abs(gr[0, 3]) > 0.1

# Transmission formula against wave matching, at several energies.
for E in (-1.3, 0.0, 0.1, 0.8):
    sig = lead_sigma(E)
    for end in (2, 3):
        GE = green(ring, E, local_sigma(6, (0, end), sig))
        T_green = (-2 * sig.imag)**2 * abs(GE[end, 0])**2
        assert abs(T_green - scatter(ring, (0, end), E)[1]) < 1e-11

sig0 = lead_sigma(0.0)
gamma0 = -2 * sig0.imag
G13 = green(ring, 0, local_sigma(6, (0, 2), sig0))
T13 = scatter(ring, (0, 2), 0.0)[1]
T14 = scatter(ring, (0, 3), 0.0)[1]
assert T13 < 1e-24 and T14 > 1e-3
assert abs(G13[3, 5]) > 1e-3

# Quadratic rise: the relative error must itself fall as E squared.
slope = np.linalg.inv(ring @ ring)[0, 2]
rise = []
for E in (0.05, 0.1, 0.2):
    T_full = scatter(ring, (0, 2), E)[1]
    T_law = gamma0**2 * slope**2 * E**2
    rise.append((E, T_full, T_law, T_full / T_law - 1))
assert abs(rise[1][3]) < 0.01
assert 3.8 < rise[1][3] / rise[0][3] < 4.2

# Site-energy shifts and a third lead.
shift = 1.0
shifted = {}
for site in (4, 1):
    changed = ring.copy()
    changed[site, site] = shift
    shifted[site] = scatter(changed, (0, 2), 0.0)[1]
assert shifted[4] < 1e-24 and shifted[1] > 1e-5
T_probe = scatter(ring, (0, 2, 1), 0.0)[1]
assert T_probe > 1e-6
for U, T_direct in ((shift, shifted[1]), (sig0, T_probe)):
    predicted = gr[0, 1] * U * gr[1, 2] / (1 - U * G13[1, 1])
    assert abs(gamma0**2 * abs(predicted)**2 - T_direct) < 1e-12

# Three-site chain: a zero mode removes the conclusion.
chain = -hop * np.array([[0, 1, 0], [1, 0, 1], [0, 1, 0]], float)
assert min(abs(np.linalg.eigvalsh(chain))) < 1e-12
small_E = 0.001
g_chain = green(chain, small_E)[0, 2]
assert abs(small_E * g_chain + 0.5) < 1e-5
T_chain = scatter(chain, (0, 2), 0.0)[1]
assert abs(T_chain - 1) < 1e-11

print(f"Ring hopping magnitude: {hop:.3f} eV")
print(f"Lead hopping tau: {tau:.3f} eV; contact hopping c: {c:.3f} eV")
print(f"Sigma(0): {sig0.real:.4f} {sig0.imag:+.4f}i eV")
print(f"Gamma(0): {gamma0:.4f} eV")
print("Level contributions to isolated g(0), degeneracies summed:")
for level, a, b in contributions:
    print(f"  level {level:+.3f} eV: g_13 {a:+.6f}, g_14 {b:+.6f} eV^-1")
print(f"Isolated |g_13(0)|, rounding level: {abs(gr[0, 2]):.1e} eV^-1")
print(f"Isolated g_12(0): {gr[0, 1]:+.6f} eV^-1")
print(f"Isolated g_23(0): {gr[1, 2]:+.6f} eV^-1")
print(f"Isolated g_14(0): {gr[0, 3]:+.6f} eV^-1")
print(f"Contacts 1,3: |G_13(0)|, rounding level: {abs(G13[0, 2]):.1e} eV^-1")
print(f"Contacts 1,3: imaginary part of G_22(0): {G13[1, 1].imag:+.6f} eV^-1")
print(f"Contacts 1,3: imaginary part of G_46(0): {G13[3, 5].imag:+.6f} eV^-1")
print(f"T_13(0), rounding level: {T13:.1e} (dimensionless)")
print(f"T_14(0): {T14:.6e} (dimensionless)")
print(f"(H^-2)_13: {slope:+.6f} eV^-2")
print("Transmission 1,3 near zero energy (dimensionless):")
for E, full, law, error in rise:
    print(f"  E {E:.2f} eV: full {full:.5e}, quadratic law {law:.5e}, "
          f"full/law-1 {100 * error:+.3f} %")
print(f"Site-energy shift used: {shift:.3f} eV")
print(f"T_13(0), shift at site 5, rounding level: {shifted[4]:.1e} (dimensionless)")
print(f"T_13(0), shift at site 2: {shifted[1]:.6e} (dimensionless)")
print(f"T_13(0), third lead at site 2: {T_probe:.6e} (dimensionless)")
print(f"Three-site chain: g_13 at {small_E:.3f} eV: {g_chain:.4f} eV^-1")
print(f"Three-site chain with end contacts: T(0) {T_chain:.6f} (dimensionless)")
print("OK")
```

Output:

```
Ring hopping magnitude: 2.500 eV
Lead hopping tau: 4.000 eV; contact hopping c: 1.000 eV
Sigma(0): -0.0000 -0.2500i eV
Gamma(0): 0.5000 eV
Level contributions to isolated g(0), degeneracies summed:
  level -5.000 eV: g_13 +0.033333, g_14 +0.033333 eV^-1
  level -2.500 eV: g_13 -0.066667, g_14 -0.133333 eV^-1
  level +2.500 eV: g_13 +0.066667, g_14 -0.133333 eV^-1
  level +5.000 eV: g_13 -0.033333, g_14 +0.033333 eV^-1
Isolated |g_13(0)|, rounding level: 0.0e+00 eV^-1
Isolated g_12(0): +0.200000 eV^-1
Isolated g_23(0): +0.200000 eV^-1
Isolated g_14(0): -0.200000 eV^-1
Contacts 1,3: |G_13(0)|, rounding level: 0.0e+00 eV^-1
Contacts 1,3: imaginary part of G_22(0): -0.020000 eV^-1
Contacts 1,3: imaginary part of G_46(0): +0.020000 eV^-1
T_13(0), rounding level: 0.0e+00 (dimensionless)
T_14(0): 9.950187e-03 (dimensionless)
(H^-2)_13: -0.040000 eV^-2
Transmission 1,3 near zero energy (dimensionless):
  E 0.05 eV: full 1.00092e-06, quadratic law 1.00000e-06, full/law-1 +0.092 %
  E 0.10 eV: full 4.01473e-06, quadratic law 4.00000e-06, full/law-1 +0.368 %
  E 0.20 eV: full 1.62375e-05, quadratic law 1.60000e-05, full/law-1 +1.484 %
Site-energy shift used: 1.000 eV
T_13(0), shift at site 5, rounding level: 0.0e+00 (dimensionless)
T_13(0), shift at site 2: 3.998401e-04 (dimensionless)
T_13(0), third lead at site 2: 2.475186e-05 (dimensionless)
Three-site chain: g_13 at 0.001 eV: -500.0000 eV^-1
Three-site chain with end contacts: T(0) 1.000000 (dimensionless)
OK
```
